# Lateral mean and variance of a tilted implant in four rotations: test program

```python
"""Four equal tilted implants at successive 90 degree rotations (quad implant).

Result under test: the mean lateral displacement is zero, and each lateral
variance is the average of the four single-implant variances plus
(1/2) Rp^2 sin^2(tilt). In full, each lateral variance is
    st^2 + (1/2) sin^2(tilt) (Rp^2 + sp^2 - st^2).
Rp: mean range along the beam; sp: standard deviation along the beam;
st: standard deviation along each axis transverse to the beam.
Wafer axes: x, y in the surface, z into the wafer. Lengths in nm.
The ion cloud is axially symmetric about the beam, not necessarily Gaussian.
"""
import numpy as np
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import roots_genlaguerre
from scipy.spatial.transform import Rotation
from scipy.stats import norm

Rp, sp, st = 40.0, 20.0, 16.0      # rough values, boron near 10 keV in Si
tilt_deg = 30.0
tilt = np.radians(tilt_deg)
QUAD = np.array([0.0, 90.0, 180.0, 270.0])


def beam_cloud(mean_range, skewed=False):
    """Weighted points (u, v, s) in the beam frame, s along the beam."""
    g, wg = np.polynomial.hermite_e.hermegauss(10)
    wg = wg / wg.sum()
    if skewed:   # gamma-distributed range, transverse width grows with range
        shape = (mean_range / sp) ** 2
        r, ws = roots_genlaguerre(10, shape - 1)
        ws = ws / ws.sum()
        s = r * sp**2 / mean_range
        width = st * s / np.sqrt(mean_range**2 + sp**2)
    else:
        s, ws = mean_range + sp * g, wg
        width = np.full_like(s, st)
    i, j, k = np.meshgrid(range(10), range(10), range(10), indexing="ij")
    pts = np.stack([width[k] * g[i], width[k] * g[j], s[k]], axis=-1)
    return pts.reshape(-1, 3), (wg[i] * wg[j] * ws[k]).ravel()


def wafer_rotation(tilt_angle, twist_deg):
    return (Rotation.from_rotvec([0, 0, np.radians(twist_deg)])
            * Rotation.from_rotvec([0, tilt_angle, 0]))


def moments(cloud, tilt_angle, twists, doses=None):
    """Mean and covariance of all stopped ions in wafer axes."""
    pts, w = cloud
    doses = np.ones(len(twists)) if doses is None else np.asarray(doses)
    allpts = np.vstack([wafer_rotation(tilt_angle, t).apply(pts)
                        for t in twists])
    allw = np.concatenate([d * w for d in doses])
    allw = allw / allw.sum()
    mean = allw @ allpts
    dev = allpts - mean
    return mean, (dev * allw[:, None]).T @ dev


# Main result: direct sums over rotated clouds against the derived formulas
for skewed in (False, True):
    cloud = beam_cloud(Rp, skewed)
    for angle_deg in (7.0, 30.0, 45.0):
        a = np.radians(angle_deg)
        s2, c2 = np.sin(a) ** 2, np.cos(a) ** 2
        for start in (0.0, 17.0, 45.0):
            mean, cov = moments(cloud, a, start + QUAD)
            singles = [moments(cloud, a, [start + t]) for t in QUAD]
            for t, (m1, c1) in zip(QUAD, singles):
                f = np.radians(start + t)
                b = np.array([np.sin(a) * np.cos(f),
                              np.sin(a) * np.sin(f), np.cos(a)])
                assert np.allclose(m1, Rp * b, atol=1e-8)
                assert np.allclose(c1, st**2 * np.eye(3)
                                   + (sp**2 - st**2) * np.outer(b, b),
                                   atol=1e-7)
            within = sum(c for _, c in singles) / 4
            half_square = 0.5 * Rp**2 * s2
            assert np.allclose(mean, [0, 0, Rp * np.cos(a)], atol=1e-8)
            assert np.allclose(cov - within,
                               np.diag([half_square, half_square, 0]),
                               atol=1e-7)
            lateral = st**2 + 0.5 * s2 * (Rp**2 + sp**2 - st**2)
            depth = sp**2 * c2 + st**2 * s2
            assert np.allclose(cov, np.diag([lateral, lateral, depth]),
                               atol=1e-7)

# Worked example
cloud = beam_cloud(Rp)
one_mean, one_cov = moments(cloud, tilt, [0.0])
four_mean, four_cov = moments(cloud, tilt, QUAD)
within_var = np.mean([moments(cloud, tilt, [t])[1][0, 0] for t in QUAD])
added_var = four_cov[0, 0] - within_var
flat_var = moments(cloud, 0.0, [0.0])[1][0, 0]
pair_mean, pair_cov = moments(cloud, tilt, [0.0, 180.0])
pair_added = np.diag(pair_cov - one_cov)[:2]
assert np.allclose(pair_mean[:2], 0, atol=1e-8)
assert np.allclose(pair_added, [(Rp * np.sin(tilt)) ** 2, 0], atol=1e-7)


# Thin mask edge: Gaussian clouds, sheet dose at distance x under the mask
def edge_components(start):
    f = np.radians(start + QUAD)
    centre = Rp * np.sin(tilt) * np.cos(f)
    width = np.sqrt(st**2 + (sp**2 - st**2)
                    * np.sin(tilt) ** 2 * np.cos(f) ** 2)
    return centre, width


def dose_under_mask(x, start):
    centre, width = edge_components(start)
    return np.mean(norm.sf((x - centre) / width))


edge = {}
for start in (0.0, 45.0):
    integral = quad(lambda x: 4 * x * dose_under_mask(x, start), 0, 300,
                    epsabs=1e-8, limit=200)[0]
    assert abs(integral - four_cov[0, 0]) < 1e-4
    edge[start] = brentq(lambda x: dose_under_mask(x, start) - 0.01, 0, 200)
edge_gauss = norm.isf(0.01) * np.sqrt(four_cov[0, 0])
assert edge[0.0] > edge[45.0] + 1.0   # equal variance, different tails

# Shadow of a tall mask at x > 0: trace rays back from entry points at x < 0
gate_height = 100.0
shadow = gate_height * np.tan(tilt)
beam = wafer_rotation(tilt, 180.0).apply([0.0, 0.0, 1.0])
entry = np.linspace(0, 200, 20001)
height_at_mask = entry / abs(beam[0]) * beam[2]
assert abs(entry[height_at_mask < gate_height].max() - shadow) < 0.02
shadow_mean, shadow_cov = moments(cloud, tilt, QUAD, [1, 1, 0, 1])
assert abs(shadow_mean[0] - Rp * np.sin(tilt) / 3) < 1e-8

# Part of a Gaussian cloud above the surface is lost: integrate over z > 0
x = np.linspace(-130, 170, 601)
z = np.linspace(0, 180, 1201)
X, Z = np.meshgrid(x, z, indexing="ij")
along = X * np.sin(tilt) + Z * np.cos(tilt)
across = X * np.cos(tilt) - Z * np.sin(tilt)
density = norm.pdf(along, Rp, sp) * norm.pdf(across, 0, st)


def retained(weight):
    return simpson(simpson(density * weight, x=z, axis=1), x=x)


kept = retained(1.0)
kept_x = retained(X) / kept
kept_x2 = retained(X**2) / kept
sz = np.sqrt(one_cov[2, 2])
ratio = one_mean[2] / sz
assert abs(kept - norm.cdf(ratio)) < 1e-6
shift = one_cov[0, 2] / sz * norm.pdf(ratio) / norm.cdf(ratio)
assert abs(kept_x - one_mean[0] - shift) < 1e-4
surface_var = 0.5 * (kept_x2 + st**2)

# Channelled fraction: a second, deeper cloud along the same beam
channel_fraction, channel_range = 0.05, 100.0
deep = beam_cloud(channel_range)
mixed = (np.vstack([cloud[0], deep[0]]),
         np.concatenate([(1 - channel_fraction) * cloud[1],
                         channel_fraction * deep[1]]))
channel_mean, channel_cov = moments(mixed, tilt, QUAD)
channel_rise = channel_cov[0, 0] - four_cov[0, 0]
assert np.allclose(channel_mean[:2], 0, atol=1e-8)
assert abs(channel_rise - 0.5 * channel_fraction * np.sin(tilt) ** 2
           * (channel_range**2 - Rp**2)) < 1e-7

# One of the four doses too large
mismatch = 0.02
off_mean, _ = moments(cloud, tilt, QUAD, [1 + mismatch, 1, 1, 1])
assert abs(off_mean[0] - mismatch * Rp * np.sin(tilt)
           / (4 + mismatch)) < 1e-8

# Diffusion in the anneal: finite-difference spreading of the quad profile
diffusivity_cm2_s, anneal_s, enhancement = 1.5e-14, 10.0, 10.0
Dt = diffusivity_cm2_s * 1e14 * anneal_s          # nm^2
grid = np.arange(-250.0, 251.0)
centre, width = edge_components(0.0)
profile = np.mean([norm.pdf(grid, c, w) for c, w in zip(centre, width)],
                  axis=0)
start_var = np.sum(grid**2 * profile) / profile.sum()
steps = 60
for _ in range(steps):
    profile[1:-1] += Dt / steps * (profile[2:] - 2 * profile[1:-1]
                                   + profile[:-2])
end_var = np.sum(grid**2 * profile) / profile.sum()
assert abs(start_var - four_cov[0, 0]) < 1e-5
assert abs(end_var - start_var - 2 * Dt) < 1e-5


def show(label, value, unit, digits=2):
    print(f"{label}: {value + 0.0:.{digits}f} {unit}")


show("Mean range along beam Rp", Rp, "nm", 1)
show("Standard deviation along beam", sp, "nm", 1)
show("Standard deviation transverse to beam", st, "nm", 1)
show("Tilt", tilt_deg, "degrees", 1)
show("One implant, lateral displacement", one_mean[0], "nm")
show("One implant, variance in tilt direction", one_cov[0, 0], "nm^2")
show("One implant, variance across tilt direction", one_cov[1, 1], "nm^2")
show("Four implants, |mean lateral displacement|",
     np.hypot(*four_mean[:2]), "nm", 6)
show("Average of the four separate variances", within_var, "nm^2")
show("Added by the four displaced means", added_var, "nm^2")
show("Four implants, variance along x", four_cov[0, 0], "nm^2")
show("Four implants, variance along y", four_cov[1, 1], "nm^2")
show("Four implants, lateral standard deviation",
     np.sqrt(four_cov[0, 0]), "nm")
show("Untilted implant, lateral variance", flat_var, "nm^2")
show("Rise over untilted implant", four_cov[0, 0] - flat_var, "nm^2")
show("Part of that rise from turning the cloud",
     within_var - flat_var, "nm^2")
show("Mean depth", four_mean[2], "nm")
show("Depth standard deviation", np.sqrt(four_cov[2, 2]), "nm")
show("Two opposite implants, added along x", pair_added[0], "nm^2")
show("Two opposite implants, added along y", abs(pair_added[1]), "nm^2")
show("1% dose distance under mask, start angle 0", edge[0.0], "nm")
show("1% dose distance under mask, start angle 45 deg", edge[45.0], "nm")
show("1% dose distance, Gaussian of equal variance", edge_gauss, "nm")
show("Gate height (assumed)", gate_height, "nm", 0)
show("Shadow length, start angle 0", shadow, "nm")
show("Mean displacement toward gate in shadow", shadow_mean[0], "nm")
show("Variance across gate edge in shadow", shadow_cov[0, 0], "nm^2")
show("Gaussian cloud above surface", 100 * (1 - kept), "%")
show("One-implant displacement after surface loss", kept_x, "nm")
show("Quad lateral variance after surface loss", surface_var, "nm^2")
show("Channelled fraction (assumed)", 100 * channel_fraction, "%", 1)
show("Channelled mean range (assumed)", channel_range, "nm", 0)
show("Rise of lateral variance from channelling", channel_rise, "nm^2")
show("Excess dose in one implant (assumed)", 100 * mismatch, "%", 1)
show("Mean displacement from that excess", off_mean[0], "nm", 3)
print(f"Boron diffusivity near 1000 C (rough): {diffusivity_cm2_s:.1e} cm^2/s")
show("Anneal time (assumed)", anneal_s, "s", 0)
show("Variance added by diffusion", end_var - start_var, "nm^2")
show("Damage enhancement of diffusion (assumed)", enhancement, "times", 0)
show("Variance added by enhanced diffusion", 2 * Dt * enhancement, "nm^2")
print("all good")
```

Running it gives:

```
Mean range along beam Rp: 40.0 nm
Standard deviation along beam: 20.0 nm
Standard deviation transverse to beam: 16.0 nm
Tilt: 30.0 degrees
One implant, lateral displacement: 20.00 nm
One implant, variance in tilt direction: 292.00 nm^2
One implant, variance across tilt direction: 256.00 nm^2
Four implants, |mean lateral displacement|: 0.000000 nm
Average of the four separate variances: 274.00 nm^2
Added by the four displaced means: 200.00 nm^2
Four implants, variance along x: 474.00 nm^2
Four implants, variance along y: 474.00 nm^2
Four implants, lateral standard deviation: 21.77 nm
Untilted implant, lateral variance: 256.00 nm^2
Rise over untilted implant: 218.00 nm^2
Part of that rise from turning the cloud: 18.00 nm^2
Mean depth: 34.64 nm
Depth standard deviation: 19.08 nm
Two opposite implants, added along x: 400.00 nm^2
Two opposite implants, added along y: 0.00 nm^2
1% dose distance under mask, start angle 0: 50.26 nm
1% dose distance under mask, start angle 45 deg: 48.17 nm
1% dose distance, Gaussian of equal variance: 50.65 nm
Gate height (assumed): 100 nm
Shadow length, start angle 0: 57.74 nm
Mean displacement toward gate in shadow: 6.67 nm
Variance across gate edge in shadow: 356.89 nm^2
Gaussian cloud above surface: 3.47 %
One-implant displacement after surface loss: 20.26 nm
Quad lateral variance after surface loss: 478.43 nm^2
Channelled fraction (assumed): 5.0 %
Channelled mean range (assumed): 100 nm
Rise of lateral variance from channelling: 52.50 nm^2
Excess dose in one implant (assumed): 2.0 %
Mean displacement from that excess: 0.100 nm
Boron diffusivity near 1000 C (rough): 1.5e-14 cm^2/s
Anneal time (assumed): 10 s
Variance added by diffusion: 30.00 nm^2
Damage enhancement of diffusion (assumed): 10 times
Variance added by enhanced diffusion: 300.00 nm^2
all good
```
